# Hyperfine splitting, nuclear Schottky peak and moment gauge of ordered holmium

## 1. What symmetry and dimensions fix

Rotational invariance fixes the form of the magnetic coupling between a 4f shell and its nucleus. The energy is a scalar, and it is linear in the nuclear spin \(\mathbf I\), because the nuclear moment is proportional to \(\mathbf I\). It must therefore be \(\mathbf V\cdot\mathbf I\), with \(\mathbf V\) a vector operator of the electrons. Within one multiplet of fixed \(J\), the Wigner–Eckart theorem makes every vector operator proportional to \(\mathbf J\). Hence

\[
H_{\rm hf}=A\,\mathbf J\cdot\mathbf I .
\]

Dimensions fix the size of \(A\). In atomic units the electron's magnetic moment is of order one, the nuclear magneton is \(1/(2m_p)\), with \(m_p\) the proton mass in electron masses, and two moments at distance \(r\) interact with energy of order \(\alpha^2/r^3\) per unit moments. So \(A\sim\alpha^2g_N\langle r^{-3}\rangle/(2m_p)\), with a pure number still to be found.

If magnetic order holds \(\mathbf J\) fixed along \(z\), the nucleus has levels \(AJm\) with \(m=-I,\dots,I\). The holmium nucleus has \(I=7/2\), hence eight levels with spacing \(\Delta=AJ\). "Splitting" means this spacing; the total span is \(7\Delta\). The nuclear heat capacity in units of \(R\) can depend on temperature through \(x=\Delta/kT\) alone, until a second energy enters.

The ion is taken as Ho\(^{3+}\), 4f\(^{10}\), in pure LS coupling with \(L=6\), \(S=2\), \(J=8\). In the real ion spin–orbit coupling mixes other terms into this multiplet; with typical spectroscopic parameters this lowers the factor 23/30 of Section 2 to about 0.74, \(g_J\) from 1.25 to about 1.24, and the field-gradient factor of Section 5 by about 9%. Nuclei are independent. Fields from conduction electrons and core polarization are left out.

## 2. The pure number in \(A\)

The nuclear moment \(\boldsymbol\mu=g_N\mathbf I/(2m_p)\) has the vector potential \(\alpha^2\boldsymbol\mu\times\mathbf r/r^3\). For an electron of charge \(-1\), the linear term of the kinetic energy is

\[
\alpha^2\frac{(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p}{r^3}
=\alpha^2\frac{\boldsymbol\mu\cdot\mathbf l}{r^3}.
\]

The electron's spin moment is \(-\mathbf s\), so its energy in the nuclear dipole field is \(+\mathbf s\cdot\mathbf B\), with \(\mathbf B=\alpha^2[3\hat{\mathbf r}(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\mu]/r^3\). The contact term vanishes because an f orbital vanishes at the nucleus. All 4f electrons share one radial function, so

\[
H_{\rm hf}=\frac{\alpha^2g_N}{2m_p}\langle r^{-3}\rangle\,\mathbf N\cdot\mathbf I,\qquad
\mathbf N=\sum_i\left[\mathbf l-\mathbf s+3\hat{\mathbf r}(\mathbf s\cdot\hat{\mathbf r})\right]_i .
\]

The state \(M_J=8\) has \(M_L=6\) and \(M_S=2\). It is a single determinant: seven spin-up electrons fill all orbitals, and three spin-down electrons occupy \(m_l=3,2,1\).

The angular average follows from the recursion for \(\cos\theta\,Y_{lm}\), which has components on \(Y_{l+1,m}\) and \(Y_{l-1,m}\). For \(l=3\) the sum of their squares is

\[
\langle\cos^2\theta\rangle=\frac{16-m_l^2}{63}+\frac{9-m_l^2}{35}=\frac{23-2m_l^2}{45}.
\]

For the filled spin-up half, the \(m_l\) sum to zero and \(\sum\cos^2\theta=7/3\). Its spin part is \(-\frac72+\frac32\cdot\frac73=0\). The three spin-down electrons have \(\sum m_l=6\) and \(\sum\langle\cos^2\theta\rangle=(5+15+21)/45=41/45\). With \(s_z=-\frac12\),

\[
\langle N_z\rangle=6+\frac32-\frac32\cdot\frac{41}{45}=6+\frac2{15}=\frac{92}{15}.
\]

Dividing by \(J=8\) gives \(\mathbf N=\frac{23}{30}\mathbf J\), and

\[
A=\frac{\alpha^2g_N}{2m_p}\,\frac{23}{30}\,\langle r^{-3}\rangle .
\]

A test on rotated determinants confirms that \(\langle N_z\rangle\) follows the cosine of the rotation angle, as a vector proportional to \(\mathbf J\) must.

## 3. The radial average and the leading splitting

The average \(\langle r^{-3}\rangle\) is computed for a spherical, nonrelativistic ion with 64 electrons. Each orbital obeys the radial Schrödinger equation in the potential of the nucleus, the Hartree repulsion and the local exchange potential \(-(3\rho/\pi)^{1/3}\), where \(\rho\) is the electron density. The equations are iterated to self-consistency in a Gaussian basis. Correlation, relativity and the removal of self-interaction are missing.

Two tests concern the numerical solution. A hydrogenic 4f function reproduces its known \(\langle r^{-3}\rangle\) to 0.003%, and the ion satisfies the virial theorem, \(-V/T=2\), to a few parts in a million. Neither measures the error of the physical approximations.

The result is \(\langle r^{-3}\rangle=75.0\) Å\(^{-3}\), which is 11.11 in atomic units. With the rough measured input \(g_N=1.2\),

\[
A=\frac{5.325\times10^{-5}\times1.2}{2\times1836.15}\times0.7667\times11.11\times27.21\ {\rm eV}
=4.03\times10^{-6}\ {\rm eV},
\]

\[
\Delta=8A=3.23\times10^{-5}\ {\rm eV},\qquad \Delta/k=0.37\ {\rm K}.
\]

The measured spacing is about 0.31 to 0.32 K. The estimate has the right size but lies above it by about a fifth. Part of the excess may come from the radial function: relativity contracts the core, which then screens the nucleus better and lets the 4f shell expand. A scalar-relativistic (ZORA) version of the same ion lowers \(\langle r^{-3}\rangle\) by about 6%. Spin polarization lowers it by a further 1–2% for the spin-down electrons, which alone contribute to \(\langle N_z\rangle\), and intermediate coupling lowers the angular factor by about 3%. Together these bring \(\Delta/k\) to about 0.34 K. The remainder, including the effect of the fields left out in Section 1, is left open.

## 4. First correction to the frozen moment

Let an ordering field \(h\), expressed as an energy, hold the moment:

\[
H=-hJ_z+AJ_zI_z+\frac A2(J_+I_-+J_-I_+),\qquad h\gg AJ .
\]

At leading order \(E_m=-hJ+AJm\). Acting on \(|J,m\rangle\), the operator \(J_+\) gives zero, while \(J_-I_+\) leads to a state higher by about \(h\). The squared matrix element is \((A^2/4)\,2J\,[I(I+1)-m(m+1)]\). The return to \(M_J=J\) needs \(J_+I_-\), which restores \(m\), so different \(m\) do not mix at this order. Second-order perturbation theory gives

\[
\delta E_m=-\frac{A^2J}{2h}\left[I(I+1)-m(m+1)\right].
\]

In the step from \(m\) to \(m+1\) the constant cancels, and \((m+1)(m+2)-m(m+1)=2(m+1)\), so

\[
E_{m+1}-E_m=AJ+\frac{A^2J}{h}(m+1)+\dots
\]

The intermediate state has energy \(-h(J-1)+A(J-1)(m+1)\), so the exact denominator is \(h+A(J-m-1)\). Expanding it, the third-order term equals the second-order shift times \(-A(J-m-1)/h\), a factor of order \(\Delta/h\). For the round model value \(h=3\times10^{-3}\) eV, this ratio is about 1%. The largest correction to a step, at \(m=5/2\), is

\[
\frac{(4.034\times10^{-6})^2\times8\times3.5}{3\times10^{-3}}\ {\rm eV}=1.5\times10^{-7}\ {\rm eV},
\]

or 0.5% of \(\Delta\). Diagonalization of all \(17\times8=136\) states leaves a residual of at most \(1.2\times10^{-9}\) eV, under 1% of the largest correction, as the third-order estimate suggests. The expansion becomes poor when \(h\) falls towards \(AJ\), because the transverse terms then mix a marked part of the state \(M_J=J-1\) into the lowest levels.

## 5. A larger correction: the quadrupole term

The 4f charge also produces an electric field gradient \(V_{zz}\) at the nucleus. It is axial in the state \(M_J=J\), so \(V_{xx}=V_{yy}=-V_{zz}/2\). The nuclear energy is then \(V_{zz}/4\) times the charge average of \(3z^2-r^2\), which for nuclear state \(m\) equals \(Q[3m^2-I(I+1)]/[I(2I-1)]\).

Each electron contributes \(-(3\cos^2\theta-1)/r^3\) to \(V_{zz}\). The filled half shell gives zero. The other three electrons have \(\sum(3\cos^2\theta-1)=\frac{41}{15}-3=-\frac4{15}\), hence \(V_{zz}=+\frac4{15}\langle r^{-3}\rangle\). Up to a constant the energy is \(Pm^2\), with

\[
P=\frac{3QV_{zz}}{4I(2I-1)}=\frac{Q}{28}\,\frac4{15}\,\langle r^{-3}\rangle .
\]

The rough measured input \(Q=3.6\times10^{-8}\) Å\(^2\) gives \(P=3.7\times10^{-7}\) eV. Shielding by the core and the gradient of the lattice are left out. The steps become

\[
E_{m+1}-E_m=\Delta+(2m+1)P ,
\]

and run from \(\Delta-6P=3.00\times10^{-5}\) eV at the bottom to \(\Delta+6P=3.45\times10^{-5}\) eV at the top. This spread of \(\pm7\%\) exceeds the transverse correction for the chosen \(h\).

## 6. Heat capacity of the equal ladder

For \(P=0\) the partition function is a geometric sum:

\[
Z=\sum_{m=-7/2}^{7/2}e^{-xm}=\frac{\sinh4x}{\sinh(x/2)} .
\]

The energy per nucleus is \(-\Delta\,d\ln Z/dx\), and \(dx/dT=-x/T\). Therefore \(C/R=x^2\,d^2\ln Z/dx^2\). Since the second derivative of \(\ln\sinh ax\) is \(-a^2/\sinh^2ax\),

\[
\frac CR=\left[\frac{x/2}{\sinh(x/2)}\right]^2-\left[\frac{4x}{\sinh4x}\right]^2 .
\]

The first term is the heat capacity of a harmonic oscillator, which tends to one on warming. The second accounts for the missing levels above the eighth. Their competition makes the peak, found numerically at \(kT=1.025\,\Delta\), or \(x=0.976\):

\[
\frac{C_{\max}}R=0.924-0.025=0.90 .
\]

With the computed \(\Delta\) the peak lies at 0.38 K. Including \(P\) moves it to 0.37 K and lowers it to \(0.87R\). The downward shift agrees with the smaller steps at the bottom of the ladder, where most nuclei are; the change in height is a numerical result.

The entropy needs no numerical peak shape. From \(dT/T=-dx/x\),

\[
\frac SR=\int_0^\infty\frac{C}{R}\,\frac{dx}{x}
=\left[x\frac{d\ln Z}{dx}-\ln Z\right]_0^\infty=\ln8 .
\]

At large \(x\) both terms tend to \(7x/2\) and cancel; at \(x=0\) the bracket is \(-\ln8\). Numerical integration gives the same value, 2.079. The quadrupole term leaves this total unchanged, since it keeps eight levels and a nondegenerate lowest one.

## 7. The two temperature limits

**High temperature.** Squaring \(\sinh y/y=1+y^2/6+y^4/120+\dots\) gives \(1+y^2/3+2y^4/45+\dots\), whose inverse is

\[
\left(\frac y{\sinh y}\right)^2=1-\frac{y^2}3+\frac{y^4}{15}+\dots
\]

Inserting \(y=x/2\) and \(y=4x\),

\[
\frac CR=\left(\frac{16}3-\frac1{12}\right)x^2-\left(\frac{256}{15}-\frac1{240}\right)x^4+\dots
=\frac{21}4x^2\left(1-\frac{13}4x^2+\dots\right).
\]

The leading term gives \(\Delta\) from the tail without cooling to the peak. If it is used alone, the inferred value is

\[
\Delta_{\rm tail}=kT\sqrt{\frac{4C}{21R}}\simeq\Delta\left(1-\frac{13}8x^2\right).
\]

At 2 K, \(x=0.187\) and the predicted bias is \(-5.7\%\) of \(\Delta\). The full function gives \(C/R=0.165\) and a bias of \(-5.4\%\). Multiplying \(\Delta_{\rm tail}=3.05\times10^{-5}\) eV by \(1+\frac{13}8(0.177)^2=1.051\) restores \(3.21\times10^{-5}\) eV, within 0.6% of the input.

The quadrupole term changes the order of the first correction. In general \(C/R=\beta^2\kappa_2-\beta^3\kappa_3+\dots\), with \(\beta=1/kT\) and \(\kappa_2,\kappa_3\) the second and third central moments of the eight energies. Averages over \(m\) give \(\langle m^2\rangle=21/4\) and \(\langle m^4\rangle-\langle m^2\rangle^2=21\). To first order in \(P\), \(\kappa_2=\frac{21}4\Delta^2\) is unchanged, while \(\kappa_3=3\Delta^2P\times21=63\Delta^2P\). The tail becomes

\[
\frac CR\simeq\frac{21}4\left(\frac\Delta{kT}\right)^2\left[1-\frac{12P}{kT}-\frac{13}4\left(\frac\Delta{kT}\right)^2\right].
\]

At 2 K the new term is \(-2.6\%\) and the old one \(-11\%\) of the leading heat capacity. The new term falls more slowly with \(T\) and, in this truncated series, overtakes the old one near 9 K. In the full function the change due to \(P\) is \(-2.1\%\) at 2 K and the crossing lies near 10 K, partly because \(\kappa_2\) also gains \(21P^2\), a constant \(+0.05\%\). In a metal, the electronic, lattice and magnetic heat capacities must also be subtracted before the tail is read.

**Low temperature.** For \(x\gg1\) the oscillator term dominates:

\[
\frac CR=x^2e^{-x}\left(1+2e^{-x}+\dots\right).
\]

The factor \(e^{-x}\) belongs to the lowest step. With \(P\) present, \(x\) in the leading term must be replaced by \((\Delta-6P)/kT\). The ratio of the two exponentials, \(e^{6P/kT}\), grows without limit on cooling, so a first-order expansion in \(P\) at fixed \(\Delta\) fails once \(kT\) is comparable with \(6P\), however small \(P/\Delta\) is.

## 8. Reading the splitting with neutrons

Spin-incoherent scattering acts through \(\mathbf I\cdot\boldsymbol\sigma\), with \(\boldsymbol\sigma\) the neutron's Pauli matrices. For unpolarized neutrons, the average over neutron spin gives a total weight \(I(I+1)\), divided into

\[
W_0=\langle I_z^2\rangle,\qquad W_{\rm loss}=\tfrac12\langle I_-I_+\rangle,\qquad W_{\rm gain}=\tfrac12\langle I_+I_-\rangle .
\]

Here \(I_+\) raises the nuclear energy by \(\Delta\), which the neutron loses. The commutator gives \(W_{\rm loss}-W_{\rm gain}=-\langle I_z\rangle=p\), and Boltzmann populations give \(W_{\rm gain}=e^{-x}W_{\rm loss}\). Hence

\[
W_{\rm loss}=\frac p{1-e^{-x}} .
\]

At 1 K the elastic, loss and gain fractions are 0.41, 0.35 and 0.24. For \(kT\gg\Delta\) each tends to one third, so the inelastic lines keep their weight far above the peak temperature. To resolve them, the magnetic order must still give a sufficient \(\Delta\), and fluctuations of the moment must not blur the lines. Kinematic and Debye–Waller factors are omitted.

With \(P\) included, each inelastic line has seven components. At high temperature their weights, proportional to \(I(I+1)-m(m+1)\), are symmetric under \(m\to-1-m\), while \(2m+1\) changes sign. The centre of the unresolved line is then \(\Delta\), free of the quadrupole shift. At lower temperature the lower, smaller steps carry more weight: the centre of the loss line lies 2.4% below \(\Delta\) at 1 K and 0.6% below at 4 K.

## 9. The moment gauge and its limits

Crystal fields can reduce or turn the moment. If the electronic ground state is nondegenerate and its gap is large compared with the hyperfine energy, the nuclear Hamiltonian to first order in \(A\) is \(A\langle\mathbf J\rangle\cdot\mathbf I\). It dominates the second-order terms only if \(|\langle\mathbf J\rangle|\) is also large compared with about \(AJ(J+1)I\) divided by the gap. A singlet \(DJ_z^2\) with \(D=2\times10^{-3}\) eV has no moment, yet its nuclear levels split unevenly and their mean spacing would read as \(0.16\,\mu_B\). For a large moment the first-order term is the whole leading result. Its spacing does not depend on the direction of \(\langle\mathbf J\rangle\):

\[
\Delta=A|\langle\mathbf J\rangle|,\qquad \frac\mu{\mu_B}=g_J|\langle\mathbf J\rangle|=\frac{g_J\Delta}A .
\]

In the stretched state \(g_J=(M_L+2M_S)/J=10/8\), so the full moment is \(10\,\mu_B\). The calibration is \(A/g_J=3.23\times10^{-6}\) eV per \(\mu_B\), and an error of \(10^{-6}\) eV in \(\Delta\) means \(0.31\,\mu_B\).

A model with a reduced moment puts this to the test: \(H_{\rm el}=-hJ_x+DJ_z^2\), with \(h=3\times10^{-3}\) eV and \(D=6\times10^{-3}\) eV. These are round parameters, not those of holmium metal. The electronic gap is \(1.6\times10^{-2}\) eV. The mean spacing of the eight lowest levels of the coupled problem, without \(P\), is \(2.817\times10^{-5}\) eV, so

\[
\frac\mu{\mu_B}=\frac{2.817\times10^{-5}}{3.227\times10^{-6}}=8.73 .
\]

The electronic state alone also gives 8.73; the unrounded values differ by about 0.01%. In the mean spacing, second-order terms even in \(m\) cancel between the top and bottom levels, but a term odd in \(m\) survives. In Section 4 this term is \(+A^2Jm/(2h)\), which raises the mean spacing by the fraction \(A/(2h)\) of \(\Delta\). With the electronic gap in place of \(h\), this estimate is \(1.3\times10^{-4}\), the size of the difference found.

The absolute scale is less secure. If a spacing of 0.30 K were inserted, the computed \(A\) would return \(8.0\,\mu_B\), and a computed \(A\) too large by a quarter, from whatever source, would by itself produce the whole difference from \(10\,\mu_B\). Ratios of moments avoid this error as long as \(A\) is the same and the omitted fields are negligible or scale with the moment. The gauge reads a static moment, or the time average of one that fluctuates much faster than \(\Delta/\hbar\). When the fluctuation rate is comparable with the changes it causes in the nuclear frequency, the lines blur and the reading fails. Most values quoted here appear in the numerical output. The tail with \(P\), the corrected tail value and the \(8.0\,\mu_B\) follow from it by the arithmetic of the formulas above and are not tested by the program. The sizes given for relativity, spin polarization and intermediate coupling, the full-function tail with \(P\), the shift of the neutron line and the singlet example also lie outside that output.

## Numbers as computed

```
nuclear g factor (rough input): 1.2
nuclear quadrupole moment (rough input): 3.6e-08 angstrom^2
hydrogenic 4f <r^-3>, numeric/formula: 1.000027
LDA ion virial ratio -V/T: 2.000003
4f <r^-3>: 74.98 angstrom^-3
<N_z> in stretched state: 6.133333
N/J ratio: 0.766667
Lande factor g_J: 1.250
full moment g_J J: 10.00 mu_B
hyperfine constant A: 4.034e-06 eV
level spacing Delta: 3.227e-05 eV
Delta/k: 0.3745 K
total span 7 Delta: 2.259e-04 eV
quadrupole coefficient P: 3.702e-07 eV
smallest step with P: 3.005e-05 eV
largest step with P: 3.449e-05 eV
ordering field h (model): 3.0e-03 eV
largest transverse step correction: 1.52e-07 eV
largest residual after correction: 1.17e-09 eV
peak position k T/Delta: 1.0249
peak temperature: 0.3838 K
peak height C/R: 0.8995
peak temperature with P: 0.3651 K
peak height C/R with P: 0.8695
entropy integral S/R: 2.079442
ln 8: 2.079442
C/R at 2 K: 0.16481
Delta from leading tail at 2 K: 3.054e-05 eV
relative tail bias in Delta: -5.37 %
neutron elastic fraction at 1 K: 0.4101
neutron energy-loss fraction at 1 K: 0.3495
neutron energy-gain fraction at 1 K: 0.2404
gauge Delta per moment: 3.227e-06 eV per mu_B
moment error for 1e-6 eV error: 0.310 mu_B
hard-axis constant D (model): 6.0e-03 eV
model electronic gap: 1.599e-02 eV
model reduced spacing: 2.817e-05 eV
model moment from gauge: 8.7309 mu_B
model moment from electronic state: 8.7298 mu_B
```
